# Occupation of a Lorentzian-broadened level from the Matsubara sum: a program that tests the result

```python
# Occupation of a fermion level with a Lorentzian spectral function.
# Result under test:
#   n = 1/2 - Im psi(1/2 + (gamma + i e)/(2 pi T)) / pi
# e: level energy from the chemical potential; gamma: HALF width at half
# maximum; T: temperature as an energy (k_B T); psi: digamma function.
# All energies are in meV. The reference is the integral of the spectral
# function times the Fermi function, done by quadrature.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import digamma, expit, zeta


def occupation_digamma(e, gamma, T):
    z = (gamma + 1j * e) / (2 * np.pi * T)
    return 0.5 - digamma(0.5 + z).imag / np.pi


def occupation_quadrature(e, gamma, T):
    # omega = e + gamma*tan(theta) turns the Lorentzian into a flat weight
    cuts = [np.arctan((x * T - e) / gamma) for x in (-30, -5, 0, 5, 30)]
    edges = [-np.pi / 2] + cuts + [np.pi / 2]

    def fermi(theta):
        return expit(-(e + gamma * np.tan(theta)) / T)

    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        total += quad(fermi, a, b, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return total / np.pi


def matsubara_sum(e, gamma, T, terms, with_tail):
    w = (2 * np.arange(terms) + 1) * np.pi * T
    n = 0.5 - 2 * T * np.sum(e / ((w + gamma)**2 + e**2))
    if with_tail:
        cutoff = 2 * np.pi * T * terms
        n -= np.arctan2(e, cutoff + gamma) / np.pi
    return n


def low_terms(e, gamma, T):
    r2 = gamma**2 + e**2
    return (0.5 - np.arctan(e / gamma) / np.pi,
            np.pi / 3 * T**2 * gamma * e / r2**2,
            -7 * np.pi**3 / 15 * T**4 * gamma * e * (gamma**2 - e**2) / r2**4)


def high_terms(e, gamma, T):
    return (-e / (4 * T),
            7 * zeta(3) * gamma * e / (2 * np.pi**3 * T**2),
            -(3 * gamma**2 * e - e**3) / (48 * T**3))


def taylor_terms(e, gamma, T, order):
    z = (gamma + 1j * e) / (2 * np.pi * T)
    return np.array([-(-1)**(m + 1) * (2.0**(m + 1) - 1) * zeta(m + 1)
                     * (z**m).imag / np.pi for m in range(1, order + 1)])


e, gamma = 50.0, 20.0
radius = np.hypot(e, gamma)
kB = constants.k / constants.e * 1000  # meV per kelvin
T_cold, T_room, T_hot = 20 * kB, 300 * kB, 3000 * kB

# Main result against the defining integral, including negative e
for level in (-70.0, -5.0, 0.0, 12.0, 50.0):
    for width in (3.0, 20.0, 90.0):
        for T in (T_cold, T_room, T_hot):
            exact = occupation_quadrature(level, width, T)
            assert abs(exact - occupation_digamma(level, width, T)) < 1e-9
            mirror = occupation_quadrature(-level, width, T)
            assert abs(exact + mirror - 1) < 1e-9

# Matsubara function from its spectral integral, both signs of frequency
for k in (-3, -1, 0, 2):
    w = (2 * k + 1) * np.pi * T_room

    def kernel(theta):
        return 1 / (1j * w - e - gamma * np.tan(theta)) / np.pi

    half = np.pi / 2
    g = (quad(lambda t: kernel(t).real, -half, half)[0]
         + 1j * quad(lambda t: kernel(t).imag, -half, half)[0])
    assert abs(g - 1 / (1j * w - e + 1j * gamma * np.sign(w))) < 1e-9

# Pole expansion of the Fermi function, and the sum for the broad level
for omega in (-80.0, 7.0, 50.0):
    summed = matsubara_sum(omega, 0.0, T_room, 20000, True)
    assert abs(summed - expit(-omega / T_room)) < 1e-10
n_room = occupation_quadrature(e, gamma, T_room)
assert abs(matsubara_sum(e, gamma, T_room, 20000, True) - n_room) < 1e-9

# Zero temperature: weight of the Lorentzian below the chemical potential
weight = quad(lambda x: gamma / np.pi / ((x - e)**2 + gamma**2),
              -np.inf, 0)[0]
assert abs(weight - low_terms(e, gamma, 1.0)[0]) < 1e-8

# Low temperature: each correction; tolerances cover the next order
low = low_terms(e, gamma, 1.0)
rest = occupation_quadrature(e, gamma, 1.0) - low[0]
assert abs(rest / low[1] - 1) < 0.01
assert abs((rest - low[1]) / low[2] - 1) < 0.03

# High temperature: each correction; tolerances cover the next order
high = high_terms(e, gamma, 2000.0)
rest = occupation_quadrature(e, gamma, 2000.0) - 0.5
assert abs(rest / high[0] - 1) < 0.01
assert abs((rest - high[0]) / high[1] - 1) < 0.01
assert abs((rest - high[0] - high[1]) / high[2] - 1) < 0.05

# Full high-temperature series: converges inside radius/T < pi, not outside
T_in, T_out = radius / 2.5, radius / 3.8
inside = 0.5 + taylor_terms(e, gamma, T_in, 100).sum()
assert abs(inside - occupation_quadrature(e, gamma, T_in)) < 1e-8
assert np.max(np.abs(taylor_terms(e, gamma, T_out, 80)[60:])) > 10

# Sharp level: Fermi function, approached linearly in gamma
sharp = expit(-e / T_room)
dev_a = occupation_quadrature(e, 0.10, T_room) - sharp
dev_b = occupation_quadrature(e, 0.05, T_room) - sharp
assert abs(dev_a) < 1e-3 and abs(dev_a / dev_b - 2) < 0.06

# Broadening and heating both move the occupation toward one half
by_width = [occupation_quadrature(e, x, T_room) for x in (5, 10, 20, 40, 80)]
by_heat = [occupation_quadrature(e, gamma, x) for x in (2, 5, 20, 80, 300)]
for series in (by_width, by_heat):
    assert np.all(np.diff(series) > 0) and series[-1] < 0.5

# Limiting formulas at the temperatures of the example
n_cold = occupation_quadrature(e, gamma, T_cold)
n_hot = occupation_quadrature(e, gamma, T_hot)
cold, hot = low_terms(e, gamma, T_cold), high_terms(e, gamma, T_hot)
assert abs(sum(cold[:2]) - n_cold) < 1e-5
assert abs(0.5 + sum(hot[:2]) - n_hot) < 1e-4

z_room = (gamma + 1j * e) / (2 * np.pi * T_room)
print(f"level energy e = {e:.1f} meV")
print(f"half width Gamma = {gamma:.1f} meV")
print(f"R = sqrt(Gamma^2 + e^2) = {radius:.4f} meV")
for name, T in (("20 K", T_cold), ("300 K", T_room), ("3000 K", T_hot)):
    print(f"{name}: k_B T = {T:.4f} meV")
    print(f"{name}: n, digamma = {occupation_digamma(e, gamma, T):.8f}")
    print(f"{name}: n, quadrature = {occupation_quadrature(e, gamma, T):.8f}")
print(f"300 K: Re z = {z_room.real:.6f}")
print(f"300 K: Im z = {z_room.imag:.6f}")
print(f"300 K: Im psi(1/2+z) = {digamma(0.5 + z_room).imag:.6f}")
for terms in (10, 1000):
    bare = matsubara_sum(e, gamma, T_room, terms, False)
    full = matsubara_sum(e, gamma, T_room, terms, True)
    print(f"300 K: n, {terms} Matsubara terms, no tail = {bare:.8f}")
    print(f"300 K: n, {terms} Matsubara terms, with tail = {full:.8f}")
print(f"300 K: sharp-level Fermi value = {sharp:.6f}")
wrong = occupation_digamma(e, 2 * gamma, T_room)
print(f"300 K: n if full width is wrongly inserted = {wrong:.6f}")
print(f"20 K: zero-temperature value = {cold[0]:.8f}")
print(f"20 K: T^2 term = {cold[1]:.4e}")
print(f"20 K: T^4 term = {cold[2]:.4e}")
print(f"20 K: n through T^2 = {sum(cold[:2]):.8f}")
print(f"20 K: n through T^4 = {sum(cold):.8f}")
print(f"3000 K: first-order term in beta = {hot[0]:.8f}")
print(f"3000 K: second-order term in beta = {hot[1]:.4e}")
print(f"3000 K: third-order term in beta = {hot[2]:.4e}")
print(f"3000 K: n through second order = {0.5 + sum(hot[:2]):.8f}")
print(f"3000 K: n through third order = {0.5 + sum(hot):.8f}")
print(f"high-T series converges above {radius / (np.pi * kB):.2f} K")
print("finished without a failed check")
```

It prints:

```
level energy e = 50.0 meV
half width Gamma = 20.0 meV
R = sqrt(Gamma^2 + e^2) = 53.8516 meV
20 K: k_B T = 1.7235 meV
20 K: n, digamma = 0.12149265
20 K: n, quadrature = 0.12149265
300 K: k_B T = 25.8520 meV
300 K: n, digamma = 0.21619181
300 K: n, quadrature = 0.21619181
3000 K: k_B T = 258.5200 meV
3000 K: n, digamma = 0.45374445
3000 K: n, quadrature = 0.45374445
300 K: Re z = 0.123128
300 K: Im z = 0.307819
300 K: Im psi(1/2+z) = 0.891610
300 K: n, 10 Matsubara terms, no tail = 0.22586002
300 K: n, 10 Matsubara terms, with tail = 0.21618398
300 K: n, 1000 Matsubara terms, no tail = 0.21628978
300 K: n, 1000 Matsubara terms, with tail = 0.21619181
300 K: sharp-level Fermi value = 0.126299
300 K: n if full width is wrongly inserted = 0.275781
20 K: zero-temperature value = 0.12111894
20 K: T^2 term = 3.6986e-04
20 K: T^4 term = 3.7905e-06
20 K: n through T^2 = 0.12148880
20 K: n through T^4 = 0.12149259
3000 K: first-order term in beta = -0.04835216
3000 K: second-order term in beta = 2.0303e-03
3000 K: third-order term in beta = 7.8377e-05
3000 K: n through second order = 0.45367812
3000 K: n through third order = 0.45375649
high-T series converges above 198.92 K
finished without a failed check
```
